# Callaway's drift correction to the relaxation-time thermal conductivity of phonons: test program

```python
"""Callaway phonon conductivity with momentum-conserving normal scattering.

Result under test:  kappa = kappa_C + kappa_D,  kappa_D positive semidefinite,
  kappa_C = hbar^2/(kB T^2 V) sum w omega^2 tau_C v v^T
  kappa_D = hbar^2/(kB T^2 V) B^T M^-1 B
  B = sum w (tau_C/tau_N) omega q v^T,  M = sum w q q^T tau_C/(tau_N tau_R)
q: wavevector, omega: angular frequency, v: group velocity, V: volume,
w = n0(n0+1) with n0 the Bose function, tau_N: normal time,
tau_R: resistive time, 1/tau_C = 1/tau_N + 1/tau_R.
kappa_R: normal scattering absent; kappa_Z: infinitely fast normal scattering.
The reference solves the momentum condition with the full displaced Bose
function, or inverts a dense collision matrix.
"""
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.integrate import quad


def conductivity_by_root(q, omega, vel, rate_n, rate_r, weight, T, hb, kb):
    """Solve for the drift velocity from the unexpanded displaced distribution."""
    def bose(energy, temp):
        return 1.0 / np.expm1(energy / (kb * temp))

    small = 1e-5
    speed = np.linalg.norm(vel, axis=1).max()
    n0 = bose(hb * omega, T)
    dtemp = 1e-4 * T
    slope = (bose(hb * omega, T + dtemp) - bose(hb * omega, T - dtemp)) / (2 * dtemp)
    size = small * T * rate_r.min() / speed
    kappa, drift, leak = np.zeros((3, 3)), np.zeros((3, 3)), 0.0
    for axis in range(3):
        drive = vel[:, axis] * size * slope

        def state(u):
            nu = bose(hb * (omega - q @ u), T)
            n = (n0 * rate_r + nu * rate_n - drive) / (rate_n + rate_r)
            return n, nu

        def momentum_loss(u):
            n, nu = state(u)
            return (weight * rate_n * (n - nu)) @ q

        u, step = np.zeros(3), small * speed
        for _ in range(4):
            jac = np.column_stack([(momentum_loss(u + step * e)
                                    - momentum_loss(u - step * e)) / (2 * step)
                                   for e in np.eye(3)])
            u = u - np.linalg.solve(jac, momentum_loss(u))
        n, nu = state(u)
        kappa[:, axis] = -((weight * hb * omega * (n - n0)) @ vel) / size
        drift[:, axis] = u / size
        exchange = weight * omega * rate_n * (n - nu)
        leak = max(leak, abs(exchange.sum()) / np.abs(exchange).sum())
    return kappa, drift, leak


def close(a, b, tol):
    return np.max(np.abs(np.asarray(a) - b)) <= tol * np.max(np.abs(b))


# ---- Low-symmetry scalar lattice, reduced units hbar = kB = cell volume = 1
side, T_lat = 8, 0.7
line = 2 * np.pi * ((np.arange(side) + 0.5) / side - 0.5)
q = np.array(np.meshgrid(line, line, line, indexing="ij")).reshape(3, -1).T
bonds = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 1, 0], [0, 1, 1]], float)
stiff = np.array([1.0, 0.7, 1.4, 0.3, 0.2])
phase = q @ bonds.T
omega = np.sqrt((2 * stiff * (1 - np.cos(phase))).sum(axis=1))
vel = (stiff * np.sin(phase)) @ bonds / omega[:, None]
rate_n = 0.05 + 0.3 * omega**2 + 0.1 * np.sin(q[:, 0])**2
rate_r = 0.02 + 0.05 * omega**4 + 0.03 * np.sin(q[:, 1])**2
weight = np.full(len(q), 1.0 / len(q))
w = weight / (4 * np.sinh(omega / (2 * T_lat))**2)


def lattice_formula(rn, rr):
    tau = 1 / (rn + rr)
    single = (vel * (w * omega**2 * tau)[:, None]).T @ vel / T_lat**2
    B = (q * (w * tau * rn * omega)[:, None]).T @ vel
    M = (q * (w * tau * rn * rr)[:, None]).T @ q
    return single, B.T @ np.linalg.solve(M, B) / T_lat**2


lat_c, lat_d = lattice_formula(rate_n, rate_r)
lat_total = lat_c + lat_d
lat_root, _, leak = conductivity_by_root(q, omega, vel, rate_n, rate_r,
                                         weight, T_lat, 1.0, 1.0)
assert close(lat_root, lat_total, 1e-6)
assert leak < 1e-3  # only second order in the gradient remains


def normal_loss(phi):
    """Loss from normal scattering after removing the conserved drift part."""
    rhs = q.T @ ((w * rate_n)[:, None] * phi)
    gram = q.T @ ((w * rate_n)[:, None] * q)
    return (w * rate_n)[:, None] * (phi - q @ np.linalg.solve(gram, rhs))


normal = normal_loss(np.eye(len(q)))
assert np.allclose(normal, normal.T, atol=1e-12)
assert np.linalg.eigvalsh((normal + normal.T) / 2).min() > -1e-12
assert np.abs(normal @ q).max() < 1e-11
source = (w * omega)[:, None] * vel
lat_dense = source.T @ np.linalg.solve(normal + np.diag(w * rate_r), source) / T_lat**2
assert close(lat_dense, lat_total, 1e-9)
lat_r = source.T @ (source / (w * rate_r)[:, None]) / T_lat**2
B0 = q.T @ source
M0 = q.T @ ((w * rate_r)[:, None] * q)
lat_z = B0.T @ np.linalg.solve(M0, B0) / T_lat**2
for gap in (lat_d, lat_r - lat_total, lat_total - lat_z):
    assert np.linalg.eigvalsh((gap + gap.T) / 2).min() > -1e-10
fast_c, fast_d = lattice_formula(1e7 * rate_n, rate_r)
assert close(fast_c + fast_d, lat_z, 1e-4)
flat = np.full(len(q), 0.1)
flat_total = sum(lattice_formula(rate_n, flat))
flat_r = source.T @ (source / (w * flat)[:, None]) / T_lat**2
flat_ratio = np.trace(flat_total) / np.trace(flat_r)
assert flat_ratio < 0.999

# ---- Isotropic Debye model, SI units, three branches of equal speed
speed, theta, length = 5000.0, 400.0, 1e-3
A_mass, B_normal, B_umklapp = 1e-45, 1e-22, 1e-18


def debye_rates(om, T):
    rn = B_normal * om**2 * T**3
    rr = (speed / length + A_mass * om**4
          + B_umklapp * om**2 * T * np.exp(-theta / (3 * T)))
    return rn, rr


def debye(T, scale=1.0, constant=None):
    def average(f):
        def integrand(x):
            rn, rr = debye_rates(x * kB * T / hbar, T)
            rn = scale * rn
            rr = rr if constant is None else constant
            return x**4 / (4 * np.sinh(x / 2)**2) * f(rn, rr)
        return quad(integrand, 0, theta / T, epsabs=0, epsrel=1e-10, limit=300)[0]

    P = kB**4 * T**3 / (2 * np.pi**2 * hbar**3 * speed)
    I1 = average(lambda n, r: 1 / (n + r))
    I2 = average(lambda n, r: n / (n + r))
    I3 = average(lambda n, r: n * r / (n + r))
    I0 = average(lambda n, r: 1.0)
    return dict(P=P, I1=I1, I2=I2, I3=I3, C=P * I1, D=P * I2**2 / I3,
                total=P * (I1 + I2**2 / I3),
                R=P * average(lambda n, r: 1 / r),
                Z=P * I0**2 / average(lambda n, r: r),
                drift=-speed**2 / T * I2 / I3)


T0 = 20.0
main = debye(T0)
xr, wr = np.polynomial.legendre.leggauss(120)
xc, wc = np.polynomial.legendre.leggauss(6)
q_max = kB * theta / (hbar * speed)
radius, w_radius = (xr + 1) * q_max / 2, wr * q_max / 2
angle = 2 * np.pi * np.arange(8) / 8
r3, c3, a3 = (g.ravel() for g in np.meshgrid(radius, xc, angle, indexing="ij"))
s3 = np.sqrt(1 - c3**2)
unit = np.column_stack([s3 * np.cos(a3), s3 * np.sin(a3), c3])
measure = (w_radius[:, None, None] * wc[None, :, None]
           * np.full(8, 2 * np.pi / 8)[None, None, :]).ravel()
weight3 = 3 * measure * r3**2 / (2 * np.pi)**3
rn3, rr3 = debye_rates(speed * r3, T0)
root_kappa, root_drift, leak3 = conductivity_by_root(
    r3[:, None] * unit, speed * r3, speed * unit, rn3, rr3, weight3, T0, hbar, kB)
assert close(root_kappa, main["total"] * np.eye(3), 1e-6)
assert close(root_drift, main["drift"] * np.eye(3), 1e-6)
assert leak3 < 1e-3

slow, fast = debye(T0, scale=1e-6), debye(T0, scale=1e6)
assert close(slow["total"], main["R"], 1e-4)
assert slow["D"] < 1e-3 * slow["total"]
assert close(fast["total"], main["Z"], 1e-4)
same = debye(T0, constant=2e7)
assert close(same["total"], same["R"], 1e-8)
assert same["C"] < 0.9 * same["R"]

table = [(T, debye(T)) for T in (10.0, 20.0, 40.0, 80.0)]
for T, d in table:
    assert d["D"] > 0
    assert max(d["C"], d["Z"]) <= d["total"] * (1 + 1e-9)
    assert d["total"] <= d["R"] * (1 + 1e-9)

# ---- Output
print("Debye model inputs")
print(f"speed = {speed:.0f} m/s; theta = {theta:.0f} K; L = {length*1e3:.0f} mm")
print(f"A = {A_mass:.1e} s^3; B_N = {B_normal:.1e} s/K^3; B_U = {B_umklapp:.1e} s/K")
om4 = 4 * kB * T0 / hbar
rn4, rr4 = debye_rates(om4, T0)
print(f"At T = {T0:.0f} K, mode x = 4:")
print(f"omega = {om4:.4e} rad/s")
print(f"normal rate = {rn4:.4e} 1/s")
print(f"resistive rate = {rr4:.4e} 1/s")
print(f"boundary part = {speed/length:.4e} 1/s")
print(f"mass-disorder part = {A_mass*om4**4:.4e} 1/s")
print(f"umklapp part = {rr4-speed/length-A_mass*om4**4:.4e} 1/s")
print(f"Integrals and conductivity at {T0:.0f} K:")
print(f"upper limit theta/T = {theta/T0:.1f}")
print(f"P = {main['P']:.5e} W/(m K s)")
print(f"<tau_C> = {main['I1']:.5e} s")
print(f"<tau_C/tau_N> = {main['I2']:.5f} (dimensionless)")
print(f"<tau_C/(tau_N tau_R)> = {main['I3']:.5e} 1/s")
print(f"kappa_C = {main['C']:.2f} W/(m K)")
print(f"kappa_D = {main['D']:.2f} W/(m K)")
print(f"kappa = {main['total']:.2f} W/(m K)")
print(f"kappa from 3D root solution = {np.trace(root_kappa)/3:.2f} W/(m K)")
print(f"drift velocity at +100 K/m = {100*main['drift']:.4f} m/s")
print(f"|drift|/speed = {abs(100*main['drift'])/speed:.3e}")
print("Table, conductivities in W/(m K); last column dimensionless")
print("T/K   kappa_C   kappa_D   kappa   kappa_R   kappa_Z   kappa_D/kappa")
for T, d in table:
    print(f"{T:.0f}  {d['C']:.2f}  {d['D']:.2f}  {d['total']:.2f}  "
          f"{d['R']:.2f}  {d['Z']:.2f}  {d['D']/d['total']:.4f}")
print("Limits at 20 K, normal rate rescaled:")
print(f"factor 1e-6: kappa = {slow['total']:.2f} W/(m K)")
print(f"factor 1e+6: kappa = {fast['total']:.2f} W/(m K)")
print("Mode-independent resistive rate 2e7 1/s at 20 K:")
print(f"kappa_C = {same['C']:.2f}; kappa_D = {same['D']:.2f} W/(m K)")
print(f"kappa = {same['total']:.2f}; kappa_R = {same['R']:.2f} W/(m K)")
print(f"Lattice: {len(q)} modes, T = {T_lat} (reduced units)")
for name, tensor in (("kappa_C", lat_c), ("kappa_D", lat_d), ("kappa", lat_total),
                     ("kappa_R", lat_r), ("kappa_Z", lat_z)):
    vals = np.linalg.eigvalsh((tensor + tensor.T) / 2)
    print(f"{name} eigenvalues = " + ", ".join(f"{v:.5f}" for v in vals)
          + " (reduced units)")
print(f"root vs formula, max difference = {np.abs(lat_root-lat_total).max():.1e}"
      " (reduced units)")
print(f"constant tau_R on lattice: trace kappa/kappa_R = {flat_ratio:.5f}")
print("done: every assertion held")
```

Running it gives:

```
Debye model inputs
speed = 5000 m/s; theta = 400 K; L = 1 mm
A = 1.0e-45 s^3; B_N = 1.0e-22 s/K^3; B_U = 1.0e-18 s/K
At T = 20 K, mode x = 4:
omega = 1.0474e+13 rad/s
normal rate = 8.7757e+07 1/s
resistive rate = 1.9825e+07 1/s
boundary part = 5.0000e+06 1/s
mass-disorder part = 1.2033e+07 1/s
umklapp part = 2.7921e+06 1/s
Integrals and conductivity at 20 K:
upper limit theta/T = 20.0
P = 2.51128e+09 W/(m K s)
<tau_C> = 3.55560e-07 s
<tau_C/tau_N> = 19.33418 (dimensionless)
<tau_C/(tau_N tau_R)> = 1.29770e+09 1/s
kappa_C = 892.91 W/(m K)
kappa_D = 723.39 W/(m K)
kappa = 1616.30 W/(m K)
kappa from 3D root solution = 1616.30 W/(m K)
drift velocity at +100 K/m = -1.8624 m/s
|drift|/speed = 3.725e-04
Table, conductivities in W/(m K); last column dimensionless
T/K   kappa_C   kappa_D   kappa   kappa_R   kappa_Z   kappa_D/kappa
10  849.48  246.43  1095.91  1181.74  851.19  0.2249
20  892.91  723.39  1616.30  3726.49  785.65  0.4476
40  278.41  227.26  505.67  1255.17  282.17  0.4494
80  65.70  85.88  151.58  276.51  112.67  0.5666
Limits at 20 K, normal rate rescaled:
factor 1e-6: kappa = 3726.48 W/(m K)
factor 1e+6: kappa = 785.65 W/(m K)
Mode-independent resistive rate 2e7 1/s at 20 K:
kappa_C = 681.13; kappa_D = 2580.44 W/(m K)
kappa = 3261.57; kappa_R = 3261.57 W/(m K)
Lattice: 512 modes, T = 0.7 (reduced units)
kappa_C eigenvalues = 0.02984, 0.04440, 0.06207 (reduced units)
kappa_D eigenvalues = 0.00697, 0.00927, 0.01300 (reduced units)
kappa eigenvalues = 0.03734, 0.05326, 0.07494 (reduced units)
kappa_R eigenvalues = 0.14360, 0.21409, 0.29777 (reduced units)
kappa_Z eigenvalues = 0.00890, 0.01214, 0.01799 (reduced units)
root vs formula, max difference = 1.4e-10 (reduced units)
constant tau_R on lattice: trace kappa/kappa_R = 0.68272
done: every assertion held
```
